# Why a bare-metal thermoreflectance coefficient can fail under a coating

A gold-like film in a model calculation reflects more 470 nm light when it is heated: its reflectance rises by a fraction $2.13\times10^{-4}$ per kelvin. Under 50 nm of silicon nitride the same metal, at the same wavelength, reflects less when heated, by $3.68\times10^{-4}$ per kelvin. If the coated film warms by 20 K and the reading is converted with the bare coefficient, the inferred temperature change is $-33.7$ K. Heating is reported as cooling.

The quantity being copied is the thermoreflectance coefficient

$$\kappa=\frac1R\frac{dR}{dT},\qquad R=|r|^2,$$

where $r$ is the amplitude reflected for unit incident amplitude. Copying it assumes that $\kappa$ is a property of the metal. The example shows what that assumption leaves out.

## The bare film

Light arrives from air at normal incidence on flat, isotropic layers. Fields vary in time as $e^{-i\omega t}$, so an absorbing medium has refractive index $N=n+ik$ with $k>0$ and permittivity $\varepsilon=N^2$. The vacuum wavenumber is $k_0=2\pi/\lambda$. A prime on a material quantity or on $r$ means $d/dT$.

For metal thick enough that nothing returns from its back face, continuity of the electric field and its slope gives $1+r_b=t$ and $1-r_b=Nt$, where $t$ is the transmitted amplitude. Hence

$$r_b=\frac{1-N}{1+N},\qquad
\frac{d\ln r_b}{dN}=-\frac1{1-N}-\frac1{1+N}=\frac{2}{N^2-1}.$$

Since $N'=\varepsilon'/(2N)$,

$$\frac{d\ln r_b}{dT}=\frac{\varepsilon'}{N(N^2-1)}=\frac{\kappa_b}{2}+i\phi'. \tag{1}$$

The real part is the drift of $\ln|r_b|$, which is half the drift of $\ln R$. The imaginary part, $\phi'$, is the drift of the reflection phase. An intensity detector records $\kappa_b$ and is blind to $\phi'$.

The model permittivity at photon energy $\mathcal E$ is a constant, a free-electron term and one interband oscillator:

$$\varepsilon=6.5-\frac{P}{\mathcal E^2+i\gamma\mathcal E}+\frac{S}{\mathcal E_0^2-\mathcal E^2-i\Gamma\mathcal E}.$$

At 300 K, $P=(9.00\ \mathrm{eV})^2$, $\gamma=0.07$ eV, $S=18.0\ \mathrm{eV}^2$, $\mathcal E_0=3.00$ eV and $\Gamma=0.90$ eV. Heating lowers $\mathcal E_0$ and raises $\Gamma$ and $\gamma$, each at $2.0\times10^{-4}$ eV/K. Expansion dilutes the free electrons, so $P'=-3\alpha_mP$ with $\alpha_m=1.4\times10^{-5}$/K. The interband strength $S$ and the constant 6.5 are held fixed. Expansion would dilute them too. Diluting $S$ and the background susceptibility 5.5 at the same rate as $P$ moves the 470 nm coefficients found below from 2.13 to 2.74 (bare) and from $-3.68$ to $-2.49$ (coated), in units of $10^{-4}$/K. The simplification shifts the values by about 30 per cent but leaves the signs and the argument intact. Differentiating each denominator gives

$$\varepsilon'=\frac{3\alpha_mP}{\mathcal E^2+i\gamma\mathcal E}
+\frac{i\mathcal E P\gamma'}{(\mathcal E^2+i\gamma\mathcal E)^2}
+\frac{S(-2\mathcal E_0\mathcal E_0'+i\mathcal E\Gamma')}{(\mathcal E_0^2-\mathcal E^2-i\Gamma\mathcal E)^2}.$$

At 470 nm this yields $N=1.320+1.768i$ and $\varepsilon'=(-0.753+2.901i)\times10^{-3}$/K. The denominator of (1) is

$$N(N^2-1)=(1.320+1.768i)(-2.384+4.668i)=-11.40+1.95i,$$

and the division gives

$$\frac{\kappa_b}{2}+i\phi'=(1.064-2.363i)\times10^{-4}\ \mathrm{K^{-1}}.$$

So $\kappa_b=2.128\times10^{-4}$/K, while the unseen phase falls by $2.363\times10^{-4}$ rad/K.

Wavelength alone can reverse the sign. At 532 nm, $\varepsilon'=(0.888+2.597i)\times10^{-3}$/K and $N(N^2-1)=-9.28-11.07i$, so $\kappa_b=-3.546\times10^{-4}$/K. Write the denominator as $D$. Then

$$\kappa_b=\frac{2}{|D|^2}\left(\mathrm{Re}\,\varepsilon'\,\mathrm{Re}\,D+\mathrm{Im}\,\varepsilon'\,\mathrm{Im}\,D\right).$$

Between the two wavelengths $\mathrm{Re}\,\varepsilon'$ and $\mathrm{Im}\,D$ both change sign, while $\mathrm{Im}\,\varepsilon'$ stays positive and $\mathrm{Re}\,D$ negative. Both products therefore go from positive to negative. In this model $\kappa_b$ vanishes at 483.3 nm, only 13 nm from the blue probe.

## The same film under nitride

Now add a transparent layer of index $n_1=2.00$ and thickness $d=50$ nm. Inside it the field is $A(e^{ik_0n_1z}+u\,e^{-ik_0n_1z})$, with $z=0$ at the front surface. At $z=d$ the ratio of backward to forward wave must equal the reflection amplitude of the nitride–metal interface, so

$$u=r_{12}e^{2ik_0n_1d},\qquad r_{12}=\frac{n_1-N}{n_1+N}.$$

Continuity at the front gives $1+r=A(1+u)$ and $1-r=n_1A(1-u)$. Dividing these equations and solving for $r$,

$$r=\frac{(1-n_1)+(1+n_1)u}{(1+n_1)+(1-n_1)u}=\frac{r_{01}+u}{1+r_{01}u},\qquad r_{01}=\frac{1-n_1}{1+n_1}.$$

First let only the metal respond to temperature. The quotient rule gives $dr/du=(1-r_{01}^2)/(1+r_{01}u)^2$, hence

$$d\ln r=F\,d\ln u,\qquad F=\frac{(1-r_{01}^2)u}{(r_{01}+u)(1+r_{01}u)}.$$

With the coating frozen, $d\ln u=d\ln r_{12}$, and

$$\frac{d\ln r_{12}}{dT}=\frac{2n_1N'}{N^2-n_1^2}=\frac{n_1\varepsilon'}{N(N^2-n_1^2)}.$$

Dividing by (1) expresses this through the bare drift. The metal's contribution to $d\ln r/dT$ is $M(\kappa_b/2+i\phi')$, with

$$M=F\,\frac{n_1(N^2-1)}{N^2-n_1^2}. \tag{2}$$

Taking twice the real part and adding the coating's own contribution,

$$\kappa=\mathrm{Re}(M)\,\kappa_b-2\,\mathrm{Im}(M)\,\phi'+\kappa_c. \tag{3}$$

The coating turns part of the phase drift into an intensity drift in two ways. The metal now faces nitride instead of air, which makes the second factor in (2) complex. The light returning from the metal also interferes with the light reflected at the nitride surface, which makes $F$ complex.

For the example, $r_{01}=-1/3$ and $r_{12}=-0.061-0.500i$. The round-trip phase is $4\pi(2.00)(50)/470=2.674$ rad, so $u=0.280+0.418i$. Then $F=0.978-0.618i$, the remaining factor in (2) is $1.364-0.552i$, and their product is $M=0.993-1.383i$.

The real part of $M$ is almost one, so the modulus drift survives nearly unchanged. The damage comes from the imaginary part. In units of $10^{-4}$/K,

- modulus part: $0.9929\times2.128=2.113$;
- phase part: $-2(-1.3826)(-2.363)=-6.534$.

The coating part follows by differentiating $r$ with respect to $n_1$ and $d$. Let $\alpha$ be the thickness expansion rate, so $d'=\alpha d$. The pieces needed are

$$r_{01}'=-\frac{2n_1'}{(1+n_1)^2},\qquad
\frac{\partial\ln r_{12}}{\partial n_1}=\frac{2N}{n_1^2-N^2},\qquad
\frac{\partial r}{\partial r_{01}}=\frac{1-u^2}{(1+r_{01}u)^2}.$$

Together they give

$$\kappa_c=2\,\mathrm{Re}\left\{F\left[2ik_0d(n_1'+\alpha n_1)+\frac{2Nn_1'}{n_1^2-N^2}\right]-\frac{2n_1'(1-u^2)}{(1+n_1)^2(r_{01}+u)(1+r_{01}u)}\right\}.$$

For $n_1'=2.5\times10^{-5}$/K and $\alpha=3.0\times10^{-6}$/K, the three terms are 0.51, 0.17 and 0.06, in the same units. The largest is the change of optical path. Their sum is $\kappa_c=0.740$, and the total is

$$2.113-6.534+0.740=-3.68.$$

For a rise of 20 K the full model gives $\Delta R/R=-0.00717$. Dividing by the bare coefficient produces $-0.00717/(2.128\times10^{-4})=-33.7$ K.

## What thickness does

At 470 nm, with everything except nitride thickness fixed, the model gives:

| $d$ (nm) | $R$ | $\kappa$ ($10^{-4}$/K) |
|---:|---:|---:|
| 0 | 0.3795 | 2.13 |
| 25 | 0.0702 | 7.82 |
| 50 | 0.2115 | −3.68 |
| 75 | 0.4719 | −0.44 |
| 100 | 0.4977 | 0.57 |
| 117.5 | 0.3795 | 1.63 |

The coefficient crosses zero at 31.8 and 84.7 nm. At those thicknesses the reflectance has no first-order response to temperature at this wavelength, whatever the quality of the detector. Around the first crossing the coefficient is also steep: it is $3.5\times10^{-4}$/K at 30 nm and $-5.3\times10^{-4}$/K at 35 nm, so a small thickness error can decide its sign.

The large value at 25 nm must be read with its small reflectance. The absolute change is $R\kappa=5.5\times10^{-5}$/K there, against $8.1\times10^{-5}$/K for bare metal. The relative signal is larger because the background is smaller; the change in reflected power is not.

The last row is a useful limit. At $d=\lambda/(2n_1)=117.5$ nm the round-trip phase is $2\pi$, so $u=r_{12}$. Putting $r_{01}+r_{12}$ and $1+r_{01}r_{12}$ over their common denominator leaves numerators $2n_1(1-N)$ and $2n_1(1+N)$, whence

$$r=\frac{r_{01}+r_{12}}{1+r_{01}r_{12}}=\frac{1-N}{1+N}=r_b.$$

This identity holds for every $N$, so its derivative with respect to $N$ also agrees with the bare one, and $M=1$. The metal contributes its bare value, 2.128. The total is nevertheless 1.632, because the coating contributes $-0.496$. Equal reflectance does not imply equal thermoreflectance, even when the metal term transfers perfectly.

Interference need not reverse the sign. At 532 nm, a scan of coatings from 0 to 133 nm gives coefficients between $-10.9$ and $-2.5$, in units of $10^{-4}$/K. They are negative at every scanned thickness. This holds only for coatings that are not too thick: the optical-path part of $\kappa_c$ grows with $d$, and in this model the 532 nm coefficient first turns positive near 1.9 µm. The magnitude still varies by more than a factor of four, so the copied number remains unsafe where its sign happens to be right.

## The general statement

Consider any planar stack at normal incidence whose temperature rise is small and uniform. Let $E(z)$ be the field in the unheated stack for unit incident amplitude, and let each layer have permittivity drift $\varepsilon'$ and thickness expansion rate $\alpha$. Then

$$\kappa=\mathrm{Re}\left\{\frac{i}{k_0r}\int_{\rm stack}\left[k_0^2(\varepsilon'+\alpha\varepsilon)E^2+\alpha\left(\frac{dE}{dz}\right)^2\right]dz\right\}. \tag{4}$$

The stack must end either in an absorbing medium where the field dies out, or in a medium whose optical properties do not change. We also need $r\ne0$, since a relative change has no meaning at zero reflectance.

**Proof.** The unheated field obeys $E_{zz}+k_0^2\varepsilon E=0$. For a small temperature rise $\delta T$, a layer stretches by the factor $1+s$, with $s=\alpha\,\delta T$, and its permittivity becomes $\varepsilon+\delta\varepsilon$. Label points of the heated stack by their original coordinate $z$, measured from the front surface, and call the heated field $\tilde E(z)$. A physical derivative is then $Q=\tilde E_z/(1+s)$. This is the quantity that is continuous at interfaces, and the wave equation becomes

$$Q_z+k_0^2(1+s)(\varepsilon+\delta\varepsilon)\tilde E=0.$$

Form $W=EQ-\tilde EE_z$, which is continuous through the stack. Its derivative is

$$W_z=E_zQ-\tilde E_zE_z+EQ_z-\tilde EE_{zz}.$$

To first order $Q=(1-s)\tilde E_z$. Inserting the two wave equations, and replacing $\tilde E$ by $E$ in terms that are already small,

$$W_z=-sE_z^2-k_0^2(\delta\varepsilon+s\varepsilon)E^2.$$

At the front surface $E=1+r$, $E_z=ik_0(1-r)$, $\tilde E=1+r+\delta r$ and $Q=ik_0(1-r-\delta r)$. Therefore

$$W(0)=ik_0\left[-(1+r)\delta r-(1-r)\delta r\right]=-2ik_0\,\delta r.$$

At the far end $W=0$. In an absorbing exit medium both fields vanish. In an unchanged exit medium both are outgoing waves with the same ratio of slope to field, so the two terms cancel. Integrating $W_z$ gives

$$2ik_0\,\delta r=-\int\left[k_0^2(\delta\varepsilon+s\varepsilon)E^2+sE_z^2\right]dz.$$

Since $-1/(2ik_0)=i/(2k_0)$, dividing by $\delta T$ gives $r'$, and $\kappa=2\,\mathrm{Re}(r'/r)$ is (4). Expansion may also move the front surface through the air, but that changes only the phase of $r$, not $R$. $\square$

The integrand contains $E^2$, not $|E|^2$. Each depth contributes with a phase set by the journey in and back out, so a region of strong field can raise the reflectance, lower it or leave it unchanged.

The bare film is recovered directly. There $E=te^{ik_0Nz}$ with $t=2/(1+N)$, and $E_z^2=-k_0^2\varepsilon E^2$, so the two expansion terms cancel. Stretching a metal that has no visible back face does nothing by itself. The remaining integral is $\int_0^\infty E^2dz=it^2/(2k_0N)$, which gives

$$\frac{r_b'}{r_b}=-\frac{\varepsilon'}{N(1+N)^2}\,\frac{1+N}{1-N}=\frac{\varepsilon'}{N(N^2-1)},$$

in agreement with (1).

## Why one bare number cannot suffice

By (4), the permittivity drift of a metal contributes $\mathrm{Re}(C\varepsilon')$ to the coefficient of a stack, where

$$C=\frac{ik_0}{r}\int_{\rm metal}E^2dz.$$

For the bare thick film $C_b=2/[N(N^2-1)]$. Define $M=C/C_b$. Since $C_b\varepsilon'=\kappa_b+2i\phi'$, equation (3) follows for any such stack, with $\kappa_c$ now standing for all other terms, including expansion of a thin metal film.

Suppose $\mathrm{Im}\,M\ne0$. Replace the metal's drift by

$$\varepsilon'\to\varepsilon'+iqN(N^2-1),$$

with $q$ real. Equation (1) shows that $\kappa_b$ is unchanged and $\phi'$ increases by $q$. Equation (3) then changes $\kappa$ by $-2q\,\mathrm{Im}\,M$, which can have either sign and any size within the linear theory. Thus two metals with the same permittivity and the same bare coefficient can have different coated coefficients. No conversion formula using only $\kappa_b$ and the unheated optical constants can repair this.

The example makes the choice explicit. Removing the phase drift, $\phi'=0$, leaves the bare value at 2.128 but changes the 50 nm coated value from $-3.680$ to $2.853$, in units of $10^{-4}$/K. With the other quantities fixed, (3) reads $\kappa=2.853+2.765\,\phi'$, with $\phi'$ in $10^{-4}$ rad/K. The coated sign reverses at $\phi'=-1.03$. The model metal, at $-2.36$, lies well beyond that point.

Copying is valid for every possible metal drift if and only if $M=1$ and $\kappa_c=0$. Sufficiency is immediate from (3). Conversely, agreement for all $\kappa_b$ and $\phi'$ forces their coefficients to be one and zero, and the remainder to vanish. A particular stack may agree by accident without meeting these conditions.

## Use on a real chip

The parameters are rough values for a gold transducer under silicon nitride passivation, probed by a blue or green source. Bare coefficients of order $10^{-4}$/K and a strong wavelength dependence near the interband edge are in the regime of real gold, but the digits here are not calibration data. A coating may also be much thicker than the 50 nm used here. For a 500 nm layer, a one per cent thickness error is already 5 nm.

That error matters. At 495, 500 and 505 nm the model gives $-0.65$, $-0.18$ and $1.17$, in units of $10^{-4}$/K. A thick layer does not repeat the thin-layer values, because the optical-path part of $\kappa_c$ grows with $d$: at 520 nm, four half-waves beyond 50 nm and with the same unheated reflectance, $\kappa$ is $1.14$ rather than $-3.68$. In the 50 nm example, changing the thickness to 45 or 55 nm moves $\kappa$ from $-3.68$ to $-5.23$ or $-2.54$, a change in magnitude of about 42 or 31 per cent. Uncertain thermal data matter too: varying the three rates $\mathcal E_0'$, $\Gamma'$ and $\gamma'$ by 30 per cent in all eight corner combinations gives 1.24 to 3.02 for bare metal and $-6.09$ to $-1.27$ under the coating. The signs survive at all the corners; the magnitudes are poorly fixed. The reversal does depend on the assumed shift of $\mathcal E_0$. The metal part under the coating splits into $-3.81$ from that shift, $2.31$ from $\Gamma'$, $-1.92$ from $\gamma'$ and $-1.00$ from $P'$, so with $\mathcal E_0'=0$ the bare and coated values would both be positive, 0.93 and 0.13.

Other departures, changed one at a time, give these values in units of $10^{-4}$/K:

| Change | Bare | 50 nm coat |
|:---|---:|---:|
| none | 2.13 | −3.68 |
| 20 nm source width | 1.91 | −3.69 |
| aperture 0.5 | 2.11 | −3.88 |
| 100 nm gold on oxide | 1.83 | −3.79 |
| base at 400 K | 2.25 | −2.85 |

The source width is a full width at half maximum, and the aperture is uniformly filled with unpolarized light. Even a 100 nm gold film is not fully thick for this purpose: its bare coefficient is 14 per cent below the thick-film value. Doubling the nitride's thickness expansion rate changes the coated value only to $-3.58$. In-plane clamping also alters that rate, by an amount that depends on the expansion of whatever holds the film; nitride forced to follow gold can even become thinner on heating. Roughness, photoelasticity, coating dispersion and temperature gradients are not included. With a gradient, the integrand in (4) must be weighted by the local temperature rise, and a single $\kappa$ describes the stack only while the temperature profile keeps its shape.

The direct remedy is to calibrate the stack that will be measured, with the same source, aperture and base temperature, and with a temperature distribution like that of the measurement. The alternative is to determine the complex $\varepsilon'$ of the metal, together with the optical constants, thicknesses and thermal drifts of all layers, and to compute the response. Formula (4) does this for one wavelength at normal incidence. For a broad source or a wide aperture, $R$ and $dR/dT$ must each be averaged before dividing, with oblique incidence included for the aperture. The numerical output below lists the inputs and results at the two probe wavelengths.

## Numbers as computed

```
Rough gold-like model; kappa unit is 1e-4/K
Base temperature: 300 K
Background eps: 6.5
Plasma energy, damping: 9.00, 0.07 eV
Interband energy, width: 3.00, 0.90 eV
Interband strength: 18.0 eV^2
Interband energy rate: -2.0e-04 eV/K
Interband width rate: 2.0e-04 eV/K
Drude damping rate: 2.0e-04 eV/K
Gold linear expansion: 1.4e-05 /K
Nitride index: 2.00
Nitride index rate: 2.5e-05 /K
Nitride expansion: 3.0e-06 /K
Oxide index (finite-gold check): 1.46
470 nm: E = 2.6380 eV
  eps = -1.3838+4.6680j; N = 1.3200+1.7681j
  eps' = -0.7530+2.9008j x 1e-3/K
  bare R = 0.3795
  bare kappa = 2.128
  phase rate = -2.363 x 1e-4 rad/K
532 nm: E = 2.3305 eV
  eps = -4.6510+2.6510j; N = 0.5926+2.2366j
  eps' = 0.8880+2.5972j x 1e-3/K
  bare R = 0.6856
  bare kappa = -3.546
  phase rate = -0.684 x 1e-4 rad/K
Bare kappa changes sign at: 483.3 nm
470 nm, nitride thickness (nm), R, kappa:
    0.0  0.3795  2.128
   25.0  0.0702  7.823
   50.0  0.2115  -3.680
   75.0  0.4719  -0.439
  100.0  0.4977  0.572
  117.5  0.3795  1.632
470 nm zero-kappa thicknesses: 31.8, 84.7 nm
470 nm, 50 nm coat: M = 0.9929-1.3826j
  modulus part: 2.113
  phase part: -6.534
  coating part: 0.740
Zero-phase-rate metal, bare: 2.128
Zero-phase-rate metal, coated: 2.853
532 nm kappa range, 0 to 133 nm coat: -10.926 to -2.495
True rise: 20.0 K; dR/R: -0.00717
Rise inferred with bare kappa: -33.7 K
30% variation, bare kappa: 1.239 to 3.018
30% variation, coated kappa: -6.092 to -1.269
Neglected effects at 470 nm: bare, 50 nm coated kappa
  20 nm FWHM source: 1.909, -3.689
  NA 0.5 uniform pupil: 2.107, -3.877
  100 nm gold on oxide: 1.827, -3.786
  base 100 K hotter: 2.251, -2.849
  doubled coat expansion: -3.581 (coated)
  45 and 55 nm coats: -5.231, -2.536
```
